# The Electric-Intensity Jump at a Silicon–Silica Slot Wall

## Problem

A slot waveguide guides light along two silicon rails separated by a narrow gap filled with silica. Take refractive indices $n_H=3.48$ for silicon and $n_L=1.44$ for silica. "Electric intensity" here means $|\mathbf E|^2$, the squared magnitude of the complex field amplitude. It is not the power flow, which behaves differently at the wall.

(a) The electric field is normal to a flat wall between the two materials. By what factor does the electric intensity change on crossing from silicon into silica?

(b) The slot is 50 nm wide, each rail is 180 nm wide, silica also fills the space outside the rails, and the vacuum wavelength is 1550 nm. Treat the rails as infinitely tall. By what factor does the total electric intensity change at the slot wall in the fundamental mode whose main field component is normal to the walls?

Both media are taken as linear, isotropic, lossless and non-magnetic. The walls are sharp and carry no free charge. The two fields being compared are those immediately on either side of one wall.

## First estimate by scaling

With no free charge on the wall, the normal electric displacement $D=\varepsilon_0\varepsilon E$ passes through unchanged. At fixed $D$ the field scales as $1/\varepsilon$. For a non-magnetic medium the relative permittivity is $\varepsilon=n^2$, so

$$
E\propto \frac{1}{n^2},\qquad |E|^2\propto\frac{1}{n^4}.
$$

The index of silicon is roughly $5/2$ times that of silica. The intensity should therefore rise by about $(5/2)^4\approx 39$ on entering the slot. This estimate uses a rounded index ratio and assumes that the whole field is normal to the wall. The first simplification affects both parts, the second only part (b).

## Exact solution

### The normal field

Let $x$ be the direction normal to the wall. Enclose a small piece of wall, of area $S$, in a flat box with one face in each medium. Without free charge, the total flux of $\mathbf D$ out of the box is zero. As the box is made thinner, the flux through its sides vanishes, because the fields are finite and the side area shrinks to zero. The two faces remain:

$$
\varepsilon_0\varepsilon_L E_{x,L}S-\varepsilon_0\varepsilon_H E_{x,H}S=0 .
$$

Dividing by $\varepsilon_0\varepsilon_L S E_{x,H}$ and rearranging gives the field ratio

$$
R\equiv\frac{E_{x,L}}{E_{x,H}}=\frac{\varepsilon_H}{\varepsilon_L}
=\left(\frac{n_H}{n_L}\right)^2 .
$$

Squaring gives the intensity ratio:

$$
\frac{|E_{x,L}|^2}{|E_{x,H}|^2}=R^2=\left(\frac{n_H}{n_L}\right)^4 .
$$

The numbers are

$$
\frac{3.48}{1.44}=2.4167,\qquad R=2.4167^2=5.840,\qquad R^2=5.840^2=34.1 .
$$

The answer to (a) is a rise by a factor of about 34, or 15.3 dB.

The physical cause is bound charge. Silicon is the more polarizable medium, so the polarizations on the two sides do not cancel at the wall, and a net bound surface charge $\sigma_b$ remains. Gauss's law for the total charge gives $\varepsilon_0(E_{x,L}-E_{x,H})=\sigma_b$, with $x$ pointing from silicon into silica for this relation. This charge supplies the difference between the fields.

The electric energy density does not rise by 34. If the permittivities do not depend on frequency, its time average is $\varepsilon_0\varepsilon|E|^2/4$, so for a purely normal field its ratio is

$$
\frac{\varepsilon_L}{\varepsilon_H}R^2=\frac{R^2}{R}=R=5.84 .
$$

In real, dispersive materials $\varepsilon$ in the energy density is replaced by $d(\omega\varepsilon)/d\omega$. At 1550 nm this exceeds $\varepsilon$ by about 7% in silicon and 3% in silica, which lowers the energy ratio to about 5.6. The field ratio $R$ is not affected.

### A field that is not purely normal

Now apply Faraday's law to a thin rectangular loop whose long sides run along the wall, one in each medium. The magnetic flux through the loop vanishes as the loop is made thinner, so the tangential electric field $E_t$ is the same on both sides.

Define an angle $\theta$ in silicon by $\tan\theta=|E_t|/|E_x|$. If the total intensity there is $I_H$, its normal part is $I_H\cos^2\theta$ and its tangential part is $I_H\sin^2\theta$. On entering silica the first part is multiplied by $R^2$ and the second is unchanged:

$$
\frac{I_L}{I_H}=R^2\cos^2\theta+\sin^2\theta .
$$

For $\theta=0$ this returns $R^2$. For $\theta=90^\circ$, a purely tangential field, it gives 1 and there is no jump.

### Field components of the guided mode

To find $\theta$, let the mode travel along $z$, with all fields proportional to $e^{i(\beta z-\omega t)}$ and uniform along $y$. Its magnetic field is $H(x)$ along $y$. Ampère's law, $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$, has two components:

$$
-i\beta H=-i\omega\varepsilon_0\varepsilon E_x
\quad\Rightarrow\quad
E_x=\frac{\beta H}{\omega\varepsilon_0\varepsilon},
$$

$$
H'=-i\omega\varepsilon_0\varepsilon E_z
\quad\Rightarrow\quad
E_z=\frac{iH'}{\omega\varepsilon_0\varepsilon}.
$$

The prime denotes $d/dx$. The factor $i$ means that the two components are a quarter period out of phase, so the real field vector traces an ellipse. The angle $\theta$ describes the ratio of amplitudes, not a fixed direction.

The $y$ component of Faraday's law is $i\beta E_x-E_z'=i\omega\mu_0H$. Inserting the two expressions within a uniform layer gives

$$
\frac{i\beta^2H}{\omega\varepsilon_0\varepsilon}-\frac{iH''}{\omega\varepsilon_0\varepsilon}=i\omega\mu_0H .
$$

Multiply by $\omega\varepsilon_0\varepsilon/i$ and use $k_0^2=\omega^2\mu_0\varepsilon_0$:

$$
H''=(\beta^2-k_0^2\varepsilon)H .
$$

For a guided mode, $\beta$ lies between $k_0n_L$ and $k_0n_H$. Define the positive quantities

$$
\gamma=\sqrt{\beta^2-k_0^2n_L^2},\qquad
\kappa=\sqrt{k_0^2n_H^2-\beta^2}.
$$

The field is then exponential in silica and oscillatory in silicon.

### Matching at the walls

Put $x=0$ at the slot centre and let $a=25$ nm be half the slot width. The required mode has $E_x$ of the same sign in both halves, so $H$ is even. In the slot $H\propto\cosh\gamma x$. In the right-hand rail, of width $w$, write $H\propto\cos[\kappa(x-a)-\phi]$. Outside it, $H\propto e^{-\gamma x}$.

Tangential continuity requires $H$ and $E_z$ to be continuous, hence $H$ and $H'/\varepsilon$. It is enough to match their ratio, $H'/(\varepsilon H)$, since the amplitudes can then be chosen to match $H$. At the inner wall,

$$
\frac{\gamma\tanh\gamma a}{\varepsilon_L}=\frac{\kappa\tan\phi}{\varepsilon_H}
\quad\Rightarrow\quad
\tan\phi=\frac{R\gamma}{\kappa}\tanh\gamma a .
$$

At the outer wall,

$$
-\frac{\kappa\tan(\kappa w-\phi)}{\varepsilon_H}=-\frac{\gamma}{\varepsilon_L}
\quad\Rightarrow\quad
\tan(\kappa w-\phi)=\frac{R\gamma}{\kappa}.
$$

Taking the lowest branch of the arctangents and eliminating $\phi$,

$$
\kappa w=\arctan\frac{R\gamma}{\kappa}
+\arctan\left(\frac{R\gamma}{\kappa}\tanh\gamma a\right).
$$

As $\beta$ increases from $k_0n_L$ to $k_0n_H$, the left side falls from a positive value to zero, while the right side rises from zero to $\pi$. The two sides therefore cross exactly once, and this branch has one solution. With $k_0=2\pi/1.55=4.0537\ \mu\mathrm m^{-1}$, the numerical root is $\beta/k_0=2.2735$. It gives

$$
\beta=9.216,\qquad \kappa=10.680,\qquad \gamma=7.132\quad(\mu\mathrm m^{-1}).
$$

### The total jump

On the slot side of the wall, the expressions for $E_x$ and $E_z$ give $|E_z|/|E_x|=|H'|/(\beta H)=\gamma\tanh(\gamma a)/\beta$. On the silicon side $E_z$ is the same but $E_x$ is smaller by $R$. Therefore

$$
\tan\theta=\frac{R\gamma\tanh\gamma a}{\beta}.
$$

Here $\gamma a=7.132\times0.025=0.1783$ and $\tanh\gamma a=0.1764$, so

$$
\tan\theta=\frac{5.840\times7.132\times0.1764}{9.216}=0.797,
\qquad \theta=38.6^\circ .
$$

With $\cos^2\theta=1/(1+\tan^2\theta)=0.611$ and $\sin^2\theta=0.389$,

$$
\frac{I_L}{I_H}=34.11\times0.611+0.389=21.2 .
$$

The answer to (b) is a rise by a factor of about 21.

These results were tested by solving the two curl equations for $E_x$ and $E_z$ on a staggered grid of 0.5 nm spacing, with the same structure and $\beta$. Continuity of normal $D$ was not imposed. The solution gave 34.107 for the normal jump and 21.240 for the total jump, against 34.109 and 21.241 from the formulas.

## Comparison of estimate and solution

For part (a), the estimate of 39 is about 15% above the exact value. The scaling law is itself exact for a normal field, so the error comes from rounding the index ratio. The rounded ratio, 2.5, is too high by a factor of 1.0345, and the fourth power turns this into $1.0345^4\approx1.145$.

For part (b), the estimate is too high by a factor of about 1.8. The rounded index ratio contributes a factor of about 1.15. The remaining factor, $34.1/21.2\approx1.61$, arises because the field is not purely normal. The longitudinal component is small beside $E_x$ in the slot. In silicon, where $E_x$ is 5.84 times smaller, the same $E_z$ is a substantial part of the field. It raises the silicon intensity in the denominator and so lowers the total jump.

The formula for $\tan\theta$ shows when the simple result returns. As $a\to0$, $\tanh\gamma a\to0$, while $\gamma$ stays finite and $\beta$ stays above $k_0n_L$. Hence $\theta\to0$ and the total jump tends to $R^2$. With rail width, wavelength and indices held fixed, and $\beta$ found anew for each slot:

| Slot (nm) | $\theta$ in silicon | Total jump |
|---:|---:|---:|
| 10 | 12.4° | 32.6 |
| 20 | 21.6° | 29.6 |
| 50 | 38.6° | 21.2 |
| 100 | 51.7° | 13.7 |

The normal part of the intensity still jumps by a factor of 34 in every row.

Away from the wall, the normal field in the slot follows $\cosh\gamma x$, and the longitudinal field vanishes at the centre. Relative to the normal intensity in silicon at the wall, the intensity at the centre of the 50 nm slot is $R^2/\cosh^2\gamma a=33.0$. The enhancement is thus nearly uniform across this slot.

The guided power density is $S_z=\tfrac12\mathrm{Re}(E_xH^*)$. Since $H$ is continuous, $S_z$ rises by $R=5.84$, not by 34.

## Relation to real devices

Real rails have finite height. This changes $\beta$ and the tilt of the field, and therefore the value 21; the size of that change is not calculated here, so 21 should not be used as the value for rails of finite height. The local normal jump at a smooth, sharp wall remains 34.

A wall is also never perfectly sharp. Suppose the permittivity varies linearly over 2 nm, with $\beta$ held fixed. The normal jump between the edges of this layer is then 33.5, which is 1.6% below the sharp-wall value. The reduction arises because the two fields are now compared 2 nm apart, $H$ increases slightly over that distance towards silicon, and $E_x\propto H/\varepsilon$. The relative rise of $H$ is about $H'/(\varepsilon H)\approx0.6\ \mu\mathrm m^{-1}$ times the mean permittivity 7.1 times $0.002\ \mu\mathrm m$, or 0.85%, and the intensity ratio falls by twice that. A sharp wall sampled at the same two points, 1 nm on either side, also gives 33.5. The grading itself therefore has almost no effect on this ratio: it spreads the jump over the layer without reducing it.

Heating changes the result through the indices. With rough slopes of $1.8\times10^{-4}\ \mathrm{K^{-1}}$ for silicon and $1\times10^{-5}\ \mathrm{K^{-1}}$ for silica, a 50 K rise gives a normal jump of 34.4, an increase of 0.9%.

To judge the assumption of linearity, let the slab mode carry 10 mW over a nominal height of 220 nm. Integrating $S_z$ over $x$ to fix the amplitude gives a peak normal field of 0.17 MV/cm at the slot wall. This is about 2% of the rough static breakdown field of silica, 10 MV/cm, which serves here only as a scale, since the field oscillates at optical frequency. With a rough Kerr coefficient of $5\times10^{-18}\ \mathrm{m^2/W}$, the silicon index at the wall changes by about $3\times10^{-7}$, which has a negligible effect on the jump. This estimate covers the Kerr effect only. It leaves out two-photon absorption in silicon and the free carriers and heat that it produces. The numerical output lists the values used in these estimates.

## Computed results

```
Silicon index: 3.48; silica index: 1.44 (no unit)
Index ratio: 2.4167 (no unit)
Permittivities, silicon and silica: 12.1104, 2.0736 (relative)
Normal field jump R: 5.8403 (ratio)
Normal intensity jump R^2: 34.109 (ratio)
Same jump in decibels: 15.33 dB
Energy-density jump, purely normal field: 5.8403 (ratio)
Wavelength: 1550 nm; rail width: 180 nm
Slot width: 50 nm
Vacuum wavenumber k0: 4.0537 1/um
Effective index: 2.2735 (no unit)
Propagation constant beta: 9.2160 1/um
Silicon kappa: 10.6802 1/um; silica gamma: 7.1317 1/um
gamma times half slot: 0.1783 (no unit)
tan(theta) in silicon at wall: 0.7973 (no unit)
Field angle in silicon at wall: 38.57 degrees
Total intensity jump, formula: 21.241 (ratio)
Normal intensity jump, curl equations: 34.107 (ratio)
Total intensity jump, curl equations: 21.240 (ratio)
Guided power-density jump, curl equations: 5.8400 (ratio)
Slot-centre / silicon-wall normal intensity: 33.047 (ratio)
Slot 10 nm: index 2.6451, angle 12.42 degrees, total jump 32.58
Slot 20 nm: index 2.5057, angle 21.62 degrees, total jump 29.61
Slot 50 nm: index 2.2735, angle 38.57 degrees, total jump 21.24
Slot 100 nm: index 2.0933, angle 51.69 degrees, total jump 13.73
Group index, fixed material indices: 3.1269 (no unit)
(Power/energy)/(group velocity): 1.0000000 (ratio)
Power: 10 mW; nominal height: 220 nm
Peak normal field, slot wall: 0.1741 MV/cm
Peak normal field, silicon wall: 0.0298 MV/cm
Rough silica breakdown field: 10 MV/cm
Slot field / breakdown field: 1.741 percent
Rough silicon Kerr coefficient: 5.0e-18 m^2/W
Kerr index change in silicon: 3.36e-07 (no unit)
Kerr change of normal intensity jump: 3.86e-05 percent
Rough index slopes, Si and silica: 1.8e-04, 1.0e-05 1/K
Normal intensity jump after 50 K heating: 34.415 (ratio)
Heating change of jump: 0.90 percent
Graded wall thickness: 2 nm
Normal intensity jump across graded wall: 33.547 (ratio)
Graded-wall change of jump: -1.65 percent
```
